# How Extracted Holes Steepen the Field During Bipolar Turn-Off

A lightly doped semiconductor layer with $6.2\times10^{13}$ donors per cubic centimetre and relative permittivity 10 needs a depletion width of 267 µm to hold 4 kV, and its peak field is then 0.30 MV/cm. If a hole current of 100 A/cm² crosses the depleted region at $10^7$ cm/s, the same voltage is held in 189 µm and the peak field is 0.42 MV/cm. Neither the doping nor the voltage has changed. The difference comes from the charge of the holes in transit.

## The estimate

When a bipolar switch such as an insulated-gate bipolar transistor (IGBT) turns off, its drift layer still holds a dense plasma of electrons and holes. A depleted region grows from the p-base junction into this plasma, and the holes released at the plasma edge cross the region to reach the base.

A current density of 100 A/cm² delivers 100 C through each square centimetre every second. At $10^7$ cm/s, the charge that passes in one second occupies a column $10^7$ cm long. Its charge density is therefore $10^{-5}$ C/cm³. Division by the elementary charge gives

$$
p=\frac{10^{-5}\ \text{C/cm}^3}{1.602\times10^{-19}\ \text{C}}
=6.24\times10^{13}\ \text{cm}^{-3},
$$

or $6.24\times10^{-11}$ Å⁻³. Ionized donors and holes are both positive, so their densities add. With $6.2\times10^{13}$ cm⁻³ of donors, the space charge, and hence the field gradient, is multiplied by

$$
1+\frac{6.24}{6.2}=2.01 .
$$

The estimate rests on three assumptions: holes carry the whole current, they move at one speed, and mobile electrons are absent from the depleted region. It concerns the gradient. What happens to the peak field depends on what is held fixed.

## Continuity and Gauss's law

The algebra uses atomic units, in which a hole has charge $+1$ and the vacuum form of Gauss's law carries a factor $4\pi$. Let $x=0$ be the plasma edge and $x=W$ the p-base junction. The field $F$ points along $+x$, so holes drift towards the junction. Let $N$ be the donor density, $p$ the hole density, $v$ the hole speed, $J$ the hole current density and $\kappa$ the relative permittivity. The layer is planar and its donors are fully ionized.

Without generation or recombination in the depleted region, holes are conserved:

$$
\frac{\partial p}{\partial t}+\frac{\partial (pv)}{\partial x}=0 .
$$

In a steady state the first term vanishes, so $pv$ does not depend on $x$. It equals the injected current density, and

$$
p=\frac{J}{v}. \tag{1}
$$

Gauss's law relates the field gradient to the total charge density:

$$
\frac{dF}{dx}=\frac{4\pi}{\kappa}(N+p). \tag{2}
$$

The plus sign in front of $p$ expresses the equal sign of the two charges. The field lines that start on donors and holes end on negative acceptors in the p base. Dividing (2) by its value at $p=0$ gives the gradient ratio

$$
R=1+\frac{p}{N}=1+\frac{J}{Nv}. \tag{3}
$$

Doubling requires $J=Nv$. Restoring the elementary charge, this is 99.3 A/cm² for the example.

To put numbers into (2), $4\pi$ is replaced by the elementary charge divided by the vacuum permittivity, $1.602\times10^{-19}/8.854\times10^{-14}=1.809\times10^{-6}$ V cm. The donors alone then give

$$
1.809\times10^{-6}\times\frac{6.2\times10^{13}}{10}
=1.122\times10^{7}\ \text{V/cm}^2,
$$

which is 1.122 MV/cm per mm. With the holes included the gradient is 2.251 MV/cm per mm.

Electrons would act differently. If the channel still supplies them, they drift towards $-x$. Their current adds to that of the holes, but their charge subtracts, and the bracket in (2) becomes $N+p-n$, with $n$ the electron density. If electrons carry a fraction $f$ of a fixed conduction current $J_c$, and both carriers have speed $v$, then

$$
p-n=\frac{(1-f)J_c}{v}-\frac{fJ_c}{v}=\frac{(1-2f)J_c}{v}.
$$

At equal speeds, a ten per cent electron share thus removes twenty per cent of the extra charge. Faster electrons, as in 4H silicon carbide, remove less: fifteen per cent if they move at twice the hole speed. With electrons of the same speed present, $J$ in (3) must therefore be replaced by the hole current minus the electron current, not by the total current. Without electrons it is the hole current alone.

## What happens to the peak field

For uniform $v$, the right side of (2) is a constant, called $G$. The field in the plasma is small compared with that in the depleted region, so $F(0)=0$ is taken. Integration gives $F(x)=Gx$. The peak field $F_m$ and the voltage $U$ are

$$
F_m=GW,\qquad
U=\int_0^W Gx\,dx=\frac{GW^2}{2}. \tag{4}
$$

Substituting $W=F_m/G$ into the voltage gives $U=F_m^2/(2G)$, so

$$
F_m=\sqrt{2GU},\qquad W=\sqrt{\frac{2U}{G}}. \tag{5}
$$

For the arithmetic, 4 kV is 0.04 (MV/cm) mm. With holes,

$$
F_m=\sqrt{2\times2.251\times0.04}=0.424\ \text{MV/cm},
$$

or 0.00424 V/Å, and $W=2U/F_m=0.08/0.424=0.189$ mm. The donors alone give $\sqrt{2\times1.122\times0.04}=0.300$ MV/cm and 0.267 mm. These are the values in the opening paragraph.

Three comparisons follow from (4) and (5):

- **Fixed voltage.** The peak field rises by $\sqrt R=1.42$ and the width shrinks by the same factor. The area under the field profile must stay the same, so a steeper triangle is also a narrower one.
- **Fixed depletion width.** The peak field rises by $R=2.01$, and so does the voltage.
- **Fixed peak field.** The voltage falls to $1/R=0.50$ of its value without holes.

The last comparison assumes that the layer is thick enough for both triangles. At a peak of 0.424 MV/cm, the profile without holes would extend over $0.424/1.122=0.38$ mm. That is more than the 300 µm drift layer of the example, so the comparison would not apply to that device at this peak field.

Two limits show when the current matters. If $p\ll N$, the peak field at fixed voltage rises by the fraction

$$
\sqrt{1+\frac pN}-1\simeq\frac{p}{2N}.
$$

If $p\gg N$, the doping drops out, and (5) gives $F_m\propto\sqrt{J}$ and $W\propto1/\sqrt{J}$ at fixed voltage and speed.

A more heavily doped layer lies between these limits. For $N=2\times10^{14}$ cm⁻³ the same current gives $R=1.31$, and the peak field at fixed voltage rises by 15 %. Doubling its gradient takes 320 A/cm².

## Holes that have not reached saturation

The speed cannot be uniform down to $x=0$, because the field vanishes there. A simple law joins the low-field drift speed $\mu F$ to the saturated speed $v_s$:

$$
\frac1v=\frac1{v_s}+\frac1{\mu F}, \tag{6}
$$

where $\mu$ is the low-field mobility. For small $F$ the second term dominates and $v\simeq\mu F$; for large $F$ the speed tends to $v_s$. Inserting (6) into (1) gives

$$
p=\frac{J}{v_s}+\frac{J}{\mu F}. \tag{7}
$$

Slow holes are more densely packed, since the same number must pass per second. Gauss's law becomes

$$
\frac{dF}{dx}=G+\frac BF,\qquad
G=\frac{4\pi}{\kappa}\left(N+\frac J{v_s}\right),\qquad
B=\frac{4\pi J}{\kappa\mu}. \tag{8}
$$

The two terms are equal at the field

$$
F_0=\frac BG=\frac{J/\mu}{N+J/v_s}
=\frac{v_s}{\mu}\,\frac{J/v_s}{N+J/v_s}. \tag{9}
$$

To integrate (8), solve it for $dx$ and divide numerator and denominator by $G$:

$$
dx=\frac{F\,dF}{GF+B}
=\frac1G\,\frac{F}{F+F_0}\,dF
=\frac1G\left(1-\frac{F_0}{F+F_0}\right)dF .
$$

Integration from zero field to the peak gives the width:

$$
W=\frac1G\left[F_m-F_0\ln\left(1+\frac{F_m}{F_0}\right)\right]. \tag{10}
$$

The voltage is the integral of $F\,dx$. Polynomial division gives

$$
\frac{F^2}{F+F_0}=F-F_0+\frac{F_0^2}{F+F_0},
$$

and therefore

$$
U=\frac1G\left[\frac{F_m^2}{2}-F_0F_m
+F_0^2\ln\left(1+\frac{F_m}{F_0}\right)\right]. \tag{11}
$$

For $F_m\gg F_0$, the leading term of (11) is $F_m^2/(2G)$, which is the saturated result. Keeping the next term gives $F_m^2-2F_0F_m\simeq2GU$. Completing the square and dropping the remaining terms, the largest of which is of order $F_0^2\ln(F_m/F_0)$, yields

$$
F_m\simeq\sqrt{2GU}+F_0 . \tag{12}
$$

In the opposite limit, $F_m\ll F_0$, put $s=F_m/F_0$ and use $\ln(1+s)=s-s^2/2+s^3/3-\dots$. The first and second powers of $s$ cancel in (11), and the first power cancels in (10). What remains is

$$
W\simeq\frac{F_m^2}{2B},\qquad U\simeq\frac{F_m^3}{3B}.
$$

Eliminating $F_m=\sqrt{2BW}$ gives $U^2=8BW^3/9$. With $B=4\pi J/(\kappa\mu)$ this becomes

$$
J=\frac{9\kappa\mu U^2}{32\pi W^3},
$$

the Mott–Gurney law for a space-charge-limited current. The two limits are set by $F_m/F_0$, not by saturation alone. For $F_m\gg F_0$ the uniform charge $N+J/v_s$ dominates; for $F_m\ll F_0$ the holes drift at constant mobility and also outnumber the donors. If $J/v_s\ll N$, then $F_0\ll v_s/\mu$, and (12) can hold with unsaturated holes. For $N=2\times10^{14}$ cm⁻³, $J=1$ A/cm², $U=10$ V, $\mu=100$ cm²/Vs and $v_s=10^7$ cm/s, the holes reach only about a fifth of $v_s$, yet (12) holds and the Mott–Gurney law fails.

The saturated estimate is a lower bound on the peak field at given $J$, $v_s$ and $U$. By (8), $dF/dx\ge G$, so

$$
U=\int_0^{F_m}\frac{F\,dF}{dF/dx}\le\frac{F_m^2}{2G},
$$

and hence $F_m\ge\sqrt{2GU}$.

## Comparison for the 4 kV layer

Take $\mu=100$ cm²/Vs and $v_s=10^7$ cm/s at 300 K. Their quotient is $v_s/\mu=0.1$ MV/cm, and (9) gives

$$
F_0=0.1\times\frac{6.24}{6.2+6.24}=0.050\ \text{MV/cm}.
$$

The approximation (12) predicts $0.4244+0.0502=0.475$ MV/cm. Numerical root-finding in (11) gives 0.464 MV/cm, and (10) then gives a width of 154 µm. The peak is 9 % above the saturated estimate and 1.55 times the value without holes. These figures depend on (6): a law with the same $\mu$ and $v_s$ but a sharper approach to saturation gives faster holes and a smaller rise. With $v=\mu F/[1+(\mu F/v_s)^\beta]^{1/\beta}$, of which (6) is the case $\beta=1$, the rise is 13 % for $\beta=0.825$, 7 % for $\beta=1.2$ and 3 % for $\beta=2$.

At the junction, (7) gives

$$
p=6.24\times10^{13}\left(1+\frac{0.1}{0.464}\right)
=7.6\times10^{13}\ \text{cm}^{-3},
$$

so the local gradient is 2.2 times that of the donors. Halfway across the layer the field is 0.27 MV/cm and the hole density is $8.6\times10^{13}$ cm⁻³. The mean gradient over the layer is $0.464/0.154=3.0$ MV/cm per mm, or 2.7 times the donor value. The factor of two therefore understates the steepening here, most strongly near the plasma edge.

A hotter device has slower holes. With rough values for 425 K, $\mu=50$ cm²/Vs and $v_s=8\times10^6$ cm/s, the same equations give a peak of 0.51 MV/cm and a width of 136 µm. The peak is 21 % above the first estimate of 0.424 MV/cm, at the same voltage and hole current.

## While the voltage is rising

The steady profile can be used during turn-off if holes cross the layer before it changes much. Let $J$ and $v$ stay constant while $U$ rises. Differentiating $U=GW^2/2$ gives

$$
\frac{dU}{dt}=GW\frac{dW}{dt},\qquad
\frac{dW}{dt}=\frac{1}{GW}\frac{dU}{dt}=\frac{W}{2U}\frac{dU}{dt}.
$$

At 20 kV/µs, the edge in the saturated model moves at $4.7\times10^4$ cm/s, about 0.5 % of the hole speed. The steady profile is then a good approximation.

The changing field also carries displacement current. At a distance $y$ from the junction the field is $F=G(W-y)$. At fixed $y$,

$$
\frac{\partial F}{\partial t}=G\frac{dW}{dt}=\frac1W\frac{dU}{dt},
\qquad
J_d=\frac{\kappa}{4\pi}\frac{\partial F}{\partial t}
=\frac{\kappa}{4\pi W}\frac{dU}{dt}.
$$

For the example $J_d=0.94$ A/cm². If the total current, rather than the hole current, were 100 A/cm², the hole density in the saturated model would be about 1 % lower. As long as the correction is small, it grows nearly in proportion to the voltage rate.

## The real device and the limits of the model

The parameters are rough values for a very-high-voltage n-channel IGBT in 4H silicon carbide, with a 300 µm drift layer. The donor density was chosen low, so that the hole density nearly equals it. In a more heavily doped layer the same current steepens the field less, as the case with $R=1.31$ shows. Of the corrections sized here, the largest comes from assuming saturated holes everywhere: with the law (6), 9 % of the peak field at 300 K and, together with the lower saturated speed, 21 % in the hot case; with the sharper law $\beta=2$, 3 % and 12 %. A real device can also carry current unevenly over its area. The local current density then belongs in (3), and the average understates the steepening where current concentrates.

Two further effects, the direction dependence of the permittivity and diffusion, are smaller for these numbers. Replacing the permittivity by 9.7, a rough value perpendicular to the crystal axis, raises the saturated peak by 1.5 %. Where the field is one tenth of its peak, diffusion carries less than 0.1 % of the hole current. It does matter in a thin layer at the plasma edge, where the condition $F(0)=0$ is an idealization.

Breakdown is remote at this voltage. With a rough ionization coefficient $\alpha=A\exp(-b/F)$, $A=10^7$ cm⁻¹ and $b=16$ MV/cm, a numerical sum of $\alpha\,dx$ over the 300 K profile gives about $5\times10^{-12}$ ionizations per crossing hole. The coefficient is extrapolated to low fields, so this number shows that avalanche is negligible but does not measure it.

At higher voltage that conclusion can fail. If a chosen limit $F_c$ must not be exceeded, (5) gives the saturated estimate

$$
U_{\max}=\frac{\kappa F_c^2}{8\pi(N+J/v_s)},
$$

provided the depleted region still fits in the drift layer. Incomplete saturation lowers this voltage further. In the example the saturated profile fills the 300 µm layer at 10 kV, with a peak of 0.68 MV/cm, so the formula cannot be used for a higher $F_c$. With the rough coefficient above, a crossing hole causes about one ionization only when the peak is near 1.5 MV/cm. For this layer and current, the formula therefore does not give the avalanche limit. Once avalanche sets in, the new electrons and holes alter both the current and the space charge, and (2) must be solved together with carrier generation.

Numerical values quoted here were computed with a short program.
